# The Brillouin function and its Curie, saturation and Langevin limits, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the Zeeman levels to the Brillouin function

### Definitions and conventions

Angular momenta are written in units of $\hbar$, so that $\mathbf J$, $\mathbf L$ and $\mathbf S$ are dimensionless operators. The number $J>0$ labels one level of an atom or ion, with $\mathbf J^2=J(J+1)$. The eigenvalues of $J_z$ are $m=-J,-J+1,\ldots,J$, which makes $2J+1$ states. The Bohr magneton $\mu_B$ is positive, $k$ is Boltzmann's constant, and $T$ is the temperature. SI units are used.

A static uniform field of magnitude $B\ge 0$ points along $z$. Within the level, the magnetic moment and the Zeeman energy are

$$
\boldsymbol\mu=-g\mu_B\mathbf J,\qquad
H=-\boldsymbol\mu\cdot\mathbf B=g\mu_B B J_z .
$$

The minus sign in the moment comes from the negative charge of the electron. The factor $g$ is taken as positive, so the lowest state in the field has $m=-J$ and its moment points along $+z$. Two dimensionless variables are convenient:

$$
x=\frac{g\mu_B B}{kT},\qquad y=Jx=\frac{g\mu_B J B}{kT}.
$$

The first is the spacing of neighbouring Zeeman levels in units of $kT$. The second is the energy of the largest moment component, $g\mu_BJ$, in the field, in the same units. Code that mixes the two will be wrong by a factor $J$ in its argument.

The result to be derived is

$$
\langle\mu_z\rangle=g\mu_B J\,B_J(y),\qquad
B_J(y)=a\coth(ay)-b\coth(by),
$$

$$
a=\frac{2J+1}{2J},\qquad b=\frac{1}{2J}.
$$

The function $B_J$ carries an index and is not to be confused with the field $B$. For $n$ atoms per unit volume the magnetization is $M=n\langle\mu_z\rangle$.

### What "free moments" means here

The atoms are in thermal equilibrium and do not interact with one another. No crystal field splits the level at $B=0$, and hyperfine splittings are small against $kT$. Other levels of the atom lie higher by at least an energy $\Delta$, with

$$
kT\ll\Delta,\qquad \mu_B B\ll\Delta .
$$

The first inequality keeps the other levels empty. The second keeps the field from mixing them appreciably into the level considered. The small contribution of this mixing to the moment, the Van Vleck term, is left out, and so is the diamagnetic term of the Hamiltonian, which is quadratic in the field. If the level considered has a very small $g$, these omitted terms can compete with the retained one even when both inequalities hold.

### Why the moment is proportional to J, and the value of g

With the spin factor of the electron rounded to 2, the moment operator of the whole atom is $-\mu_B(\mathbf L+2\mathbf S)=-\mu_B(\mathbf J+\mathbf S)$. Unless $L=0$ or $S=0$, it is not parallel to $\mathbf J$. Its matrix elements inside one level are nevertheless proportional to those of $\mathbf J$, as the following argument shows.

Let $\mathbf V$ be $\mathbf S$ restricted to the level, that is, $\mathbf V=P\mathbf SP$ with $P$ the projector on its $2J+1$ states. Since $P$ commutes with $\mathbf J$, the operator $\mathbf V$ obeys the same commutation relations with $\mathbf J$ as $\mathbf S$ does: $[J_x,V_y]=iV_z$ and its cyclic companions, $[J_y,V_x]=-iV_z$ and its companions, and $[J_x,V_x]=0$ and likewise for $y$ and $z$. With $V_\pm=V_x\pm iV_y$ these give

$$
[J_z,V_+]=V_+,\qquad [J_+,V_+]=0,\qquad [J_-,V_+]=-2V_z .
$$

The first relation says that $V_+$ raises $m$ by one. Hence $V_+|m\rangle=v_m|m+1\rangle$, while $J_+|m\rangle=c_m|m+1\rangle$ with $c_m\neq0$ for $m<J$. Applying the second relation to $|m\rangle$ gives

$$
c_{m+1}v_m=v_{m+1}c_m
\quad\Rightarrow\quad
\frac{v_m}{c_m}=\frac{v_{m+1}}{c_{m+1}} .
$$

This ratio is therefore one constant $\alpha$ for the whole level, and $V_+=\alpha J_+$. The third relation, compared with $[J_-,J_+]=-2J_z$, gives $V_z=\alpha J_z$. Finally $[J_-,V_z]=V_-$ and $[J_-,J_z]=J_-$ give $V_-=\alpha J_-$. So $\mathbf S$ acts as $\alpha\mathbf J$ inside the level.

The constant follows from the scalar product. Because $\mathbf J$ does not lead out of the level, $\mathbf S\cdot\mathbf J$ has the value $\alpha\mathbf J^2=\alpha J(J+1)$ there. On the other hand, $\mathbf L=\mathbf J-\mathbf S$, and equal components of $\mathbf S$ and $\mathbf J$ commute, so

$$
\mathbf L^2=\mathbf J^2+\mathbf S^2-2\,\mathbf S\cdot\mathbf J .
$$

If the level has definite $L$ and $S$, solving for $\mathbf S\cdot\mathbf J$ and dividing by $J(J+1)$ yields

$$
\alpha=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)},\qquad g=1+\alpha .
$$

This is the Landé factor. For $L=0$ one has $J=S$, hence $\alpha=1$ and $g=2$. A level that is not described by a single $L$ and $S$ still has a moment proportional to $\mathbf J$, but its $g$ must be found in another way.

The accuracy of this one-level picture can be seen in a case that is small enough to diagonalize completely. Take $L=1$, $S=1/2$, with the level $J=3/2$ lowest and $J=1/2$ above it by $\Delta$. The Landé factor is

$$
g=1+\frac{15/4+3/4-2}{15/2}=\frac43 .
$$

At $\mu_BB/kT=0.5$ the one-level formula gives a moment of $0.991386\,\mu_B$. The full six-state calculation gives $0.991871\,\mu_B$ for $\Delta=150\,kT$ and $0.991628\,\mu_B$ for $\Delta=300\,kT$. The excess is $4.85\times10^{-4}\,\mu_B$ in the first case and $2.42\times10^{-4}\,\mu_B$ in the second: doubling the gap halves it.

Perturbation theory accounts for this. In second order the field lowers the states of the level by amounts of the form $(\mu_BB)^2|w|^2/\Delta$, where $w$ is a matrix element of $L_z+2S_z$ between the two levels. The free energy $F=-kT\ln Z$ then changes by a term proportional to $1/\Delta$, and so does the moment $-\partial F/\partial B$. In this example only the states $m=\pm1/2$ are lowered, with $|w|^2=2/9$, and second order gives an excess of $4.85\times10^{-4}\,\mu_B$ for $\Delta=150\,kT$. The sign is not fixed. At $\mu_BB/kT=2$ and the same gap the excess is $-1.3\times10^{-4}\,\mu_B$, because these states lose population as the field grows. The example is a favourable one. For $L=5$, $S=5/2$, $J=5/2$, where $g=2/7$, with the level $J=7/2$ above it by $\Delta=100\,kT$ and $\mu_BB/kT=0.5$, the full moment is $0.132\,\mu_B$ against $0.118\,\mu_B$ from the one-level formula.

### The partition function

The eigenvalues of $H$ are $E_m=g\mu_BBm$, so that $E_m/kT=mx$. The partition function is the finite sum

$$
Z=\sum_{m=-J}^{J}e^{-mx}.
$$

To evaluate it, multiply by $e^{x/2}-e^{-x/2}=2\sinh(x/2)$:

$$
2\sinh\!\left(\tfrac{x}{2}\right)Z
=\sum_{m=-J}^{J}\left[e^{-(m-1/2)x}-e^{-(m+1/2)x}\right].
$$

The second term for one value of $m$ cancels the first term for the next value. What survives is the first term at $m=-J$ and the second at $m=J$:

$$
2\sinh\!\left(\tfrac{x}{2}\right)Z=e^{(J+1/2)x}-e^{-(J+1/2)x}
=2\sinh\!\left[(J+\tfrac12)x\right].
$$

Now $x=y/J$, so $(J+\tfrac12)x=ay$ and $x/2=by$. Therefore

$$
Z=\frac{\sinh(ay)}{\sinh(by)} .
$$

At $y\to0$ the ratio tends to $a/b=2J+1$, the number of states, as it must.

### The mean moment

The probability of the state $m$ is $p_m=e^{-mx}/Z$. Differentiating the sum for $Z$ with respect to the field at fixed temperature gives

$$
\frac{\partial\ln Z}{\partial B}
=\frac1Z\sum_m\left(-\frac{g\mu_Bm}{kT}\right)e^{-mx}
=-\frac{g\mu_B\langle m\rangle}{kT}.
$$

The mean moment is $\langle\mu_z\rangle=-g\mu_B\langle m\rangle$, and hence

$$
\langle\mu_z\rangle=kT\,\frac{\partial\ln Z}{\partial B}
=kT\,\frac{\partial y}{\partial B}\,\frac{d\ln Z}{dy}
=g\mu_BJ\,\frac{d\ln Z}{dy}.
$$

With $\ln Z=\ln\sinh(ay)-\ln\sinh(by)$ and $d\ln\sinh u/du=\coth u$, the derivative is

$$
\frac{d\ln Z}{dy}=a\coth(ay)-b\coth(by)=B_J(y).
$$

This is the Brillouin function. The components of the moment across the field average to zero, because $J_x$ and $J_y$ change $m$ by one and so have no diagonal elements in the states $|m\rangle$.

Field and temperature enter $B_J$ through the ratio $B/T$ alone. Within this model, magnetization curves taken at different temperatures with the same $n$ therefore fall on one curve when plotted against $B/T$. A failure to do so shows that at least one of the assumptions above is violated.

### Properties useful in code

Each term of $B_J$ is a hyperbolic cotangent with a constant factor, so $B_J(-y)=-B_J(y)$. For a level with negative $g$, the populated end of the multiplet is $m=+J$, and the moment still points along the field. In that case $g$ may be replaced by $|g|$ both in the prefactor and in $y$.

For $J=1/2$ the constants are $a=2$ and $b=1$. The identity $2\coth(2y)=\coth y+\tanh y$ then gives

$$
B_{1/2}(y)=2\coth(2y)-\coth y=\tanh y .
$$

The slope is needed for fits and for the differential susceptibility. Since $B_J=-\langle m\rangle/J$ and the weights are $e^{-my/J}$,

$$
\frac{dB_J}{dy}=\frac{\langle m^2\rangle-\langle m\rangle^2}{J^2}
=\frac{b^2}{\sinh^2(by)}-\frac{a^2}{\sinh^2(ay)} .
$$

The first form is a variance. It is positive at every finite $y$, because all $m$ then have nonzero probability. The magnetization therefore rises steadily with the field. The second form comes from differentiating the cotangents. At small $y$ both of its terms approach $1/y^2$, so rounding errors of relative size $\varepsilon$ give a relative error of order $\varepsilon/y^2$ in the slope. There the variance should be used instead.

The closed form of $B_J$ is unsuitable for very small $y$. Both of its terms approach $1/y$, whereas their difference is proportional to $y$. Rounding errors of relative size $\varepsilon$ in the two terms produce a relative error of order $\varepsilon/y^2$ in the result, and all digits are lost once $y^2$ is comparable with $\varepsilon$. At $y=0$ the expression is undefined, although its limit is zero.

A sum without cancellation avoids this. Replace $m$ by $-m$ in the thermal average, combine the states $m$ and $-m$, and multiply numerator and denominator by $e^{-Jx}$. For $y\ge0$ the result is

$$
B_J(y)=\frac{\displaystyle\sum_{m>0}m\,e^{-(J-m)x}\left(1-e^{-2mx}\right)}
{\displaystyle J\sum_{r=0}^{2J}e^{-rx}},\qquad x=\frac yJ .
$$

Here $m$ runs over the positive values among $J,J-1,\ldots$. No exponent is positive, so nothing overflows, and no term is negative. The bracket should be computed with a library function for $e^u-1$, which keeps its relative accuracy at small $u$. The cost is $2J+1$ terms, which is no burden for an atom.

### Worked example: populations at 2 K and 1 T

Take the round model parameters $J=7/2$ and $g=2$. The largest moment component is $gJ\mu_B=7\mu_B$. With $\mu_B/k=0.671714$ K/T, a field of 1 T and a temperature of 2 K give

$$
x=2\times0.671714\times\frac12=0.6717,\qquad y=3.5\times0.6717=2.351 .
$$

The eight populations are as follows.

| $\lvert m\rvert$ | $p$ for $-\lvert m\rvert$ | $p$ for $+\lvert m\rvert$ |
|---|---|---|
| 7/2 | 0.49145 | 0.00446 |
| 5/2 | 0.25105 | 0.00873 |
| 3/2 | 0.12824 | 0.01709 |
| 1/2 | 0.06551 | 0.03346 |

Combining the states in pairs,

$$
\begin{aligned}
-\langle m\rangle={}&3.5(0.49145-0.00446)+2.5(0.25105-0.00873)\\
&+1.5(0.12824-0.01709)+0.5(0.06551-0.03346)\\
={}&2.493 .
\end{aligned}
$$

Division by $J$ gives $B_J=0.712$, and multiplication by $g$ gives a moment of $4.986\,\mu_B$, in agreement with the closed form. Almost half of the atoms are in the lowest state, yet the moment is already 71 percent of its saturation value, because the next states also have large components along the field.

## Part 2. Weak fields, saturation and the classical limit

### Symbols and results carried over

A level of angular momentum $J$ and factor $g>0$ has Zeeman energies $g\mu_BBm$, with $m=-J,\ldots,J$. The level spacing in units of $kT$ is $x=g\mu_BB/kT$, and $y=Jx$. The mean moment along the field is $\langle\mu_z\rangle=g\mu_BJB_J(y)$, where

$$
B_J(y)=a\coth(ay)-b\coth(by),\qquad a=1+b,\qquad b=\frac1{2J}.
$$

Equivalently, $B_J=-\langle m\rangle/J$ with weights $e^{-mx}$, and $dB_J/dy$ is the variance of $m$ divided by $J^2$. The density of atoms is $n$, and $M=n\langle\mu_z\rangle$. The atoms do not interact, and other levels are neither populated nor appreciably mixed in.

The Zeeman levels of free atomic moments have led to the mean moment $\langle\mu_z\rangle=g\mu_BJ\,B_J(y)$, with forms of $B_J$ suited to computation. What remains is its behaviour in weak fields, near saturation and in the classical limit, including how far the quantum and classical results differ.
